Over-barrier distance for electron capture by an ion near a metal

A positive ion approaching a metal surface pulls on the metal's electrons long before it touches the metal. Far away, a potential barrier separates the occupied states of the metal from the empty states of the ion. As the ion comes closer the barrier sinks, and at some distance its top falls to the level of the most energetic metal electrons. From there on an electron can pass to the ion without tunnelling. The classical over-barrier model takes this distance as the place of first capture and often writes it, for an ion of charge q and a metal of work function W, as √(8q+2)/(2W). What follows derives the distance, finds how accurate that expression is within the model, and asks how literally a single capture distance may be taken.

Hartree atomic units are used: the electron mass, the elementary charge, ħ and 4πε₀ are 1, lengths are in bohr and energies in hartree. The metal fills z < 0 and is a perfect screener: its interior carries no static field, and all induced charge sits on the plane z = 0, called the image plane. The ion is a point charge q ≥ 1 held at z = R, and the electron is at height z and lateral distance ρ from the normal through the ion. The energy zero is an electron at rest far from both bodies, so the occupied states of the metal end at −W. Temperature is zero, the ion is slow, and the metal's response to both the ion and the electron is taken as static.

The surface charge induced by the ion must cancel the ion's potential everywhere inside the metal. A point at height z and its mirror point at −z are equally far from every element of the plane, so the induced charge produces the same potential at both. At the inner point that potential is minus the ion's own, −q/√(ρ²+(R+z)²), and it therefore has this value at the outer point too. Outside, the induced charge acts like a charge −q at −R. The electron, of charge −1, is repelled by it and gains the energy +q/√(ρ²+(R+z)²). No factor one half appears, because this part of the surface charge stays fixed while the electron moves.

The electron also induces charge of its own, which acts on it like a charge +1 at −z, at distance 2z. The attraction is 1/(2z)² = 1/(4z²), and removing the electron to infinity costs

∫_z^∞ dz′/(4z′²) = 1/(4z).

The self-image energy is therefore −1/(4z). It is half the product of charge and image potential, since the image moves along with the electron. Altogether

V(ρ,z) = −q/√(ρ²+(R−z)²) + q/√(ρ²+(R+z)²) − 1/(4z).

The electron may take any path, so the barrier that matters is the lowest pass between metal and ion. At fixed z between 0 and R,

∂V/∂ρ = qρ{[ρ²+(R−z)²]^(−3/2) − [ρ²+(R+z)²]^(−3/2)} > 0 for ρ > 0,

because R−z is smaller than R+z. On each such plane the energy is lowest on the axis. Every path to the ion crosses the plane that contains the axial maximum of V, and cannot cross it at a lower energy than on the axis. The axial maximum is the pass.

On the axis put z = xR with 0 < x < 1. Since −1/(1−x) + 1/(1+x) = −2x/(1−x²),

V = −G(x)/R,  G(x) = 2qx/(1−x²) + 1/(4x).

The function G grows without limit at both ends of the interval. It is convex, because the second derivative of 2x/(1−x²) = 1/(1−x) − 1/(1+x) is 2/(1−x)³ − 2/(1+x)³ > 0, and 1/(4x) is convex as well. Hence G has one minimum, g, which depends on q alone. The barrier top is −g/R, and it lies at or below −W when g/R ≥ W, that is, for

R ≤ R_c = g(q)/W.

Within this model the inverse proportionality to W holds without approximation, because all parts of V are Coulomb energies and scale as 1/R.

To find g, set the derivative of G to zero:

2q(1+x²)/(1−x²)² = 1/(4x²).

Multiplying by 4x²(1−x²)² and writing u = x² gives 8qu(1+u) = (1−u)², or

(8q−1)u² + (8q+2)u − 1 = 0.

The discriminant simplifies through (4q+1)² + (8q−1) = 16q² + 16q, so the positive root is

u = [4√(q(q+1)) − (4q+1)]/(8q−1).

Multiplying numerator and denominator by 4√(q(q+1)) + (4q+1) turns the numerator into 16q²+16q−(4q+1)² = 8q−1, which cancels:

x² = u = 1/[4q+1+4√(q(q+1))].

For the value at the minimum, the stationarity condition gives 2q/(1−u) = (1−u)/[4u(1+u)]. The first term of G is x times this, which equals (1−u)/[4x(1+u)] because x/u = 1/x. Then

g = (1/(4x))[(1−u)/(1+u) + 1] = 1/[2x(1+x²)].

This is the complete answer of the static model. The familiar expression follows from it by two approximations of different quality. If the term in u² is dropped from the quadratic equation, the barrier sits at x₀ = 1/s with s = √(8q+2). Inserting this in G, with 2q = (s²−2)/4, gives

G(x₀) = (s/4)[(s²−2)/(s²−1) + 1] = (s/2)[1 − 1/(2(8q+1))].

The shift of position does little harm, since G is flat near its minimum. Replacing the last bracket by 1 then gives √(8q+2)/(2W). But the bracket lowers the result by a relative amount near 1/(16q), while the "+2" under the root raises it by about 1/(8q) above √(8q)/2. Half of the correction that the "+2" seems to supply is thus cancelled by a term that has been dropped.

Two elementary bounds make this definite. From below, 1/(1−x²) > 1 and the inequality of arithmetic and geometric means give

G(x) > 2qx + 1/(4x) ≥ 2√(q/2) = √(8q)/2.

From above, any trial x gives a value no smaller than g. Take x = 1/t with t² = 8q+3, so that 2q = (t²−3)/4:

G(1/t) = (t/4)[(t²−3)/(t²−1) + 1] = (t/2)(t²−2)/(t²−1).

Its square is [(t²−2)/4]·t²(t²−2)/(t²−1)². The last fraction is below 1, because t²(t²−2) = (t²−1)² − 1. Since t²−2 = 8q+1,

√(8q)/2 < W R_c < √(8q+1)/2 < √(8q+2)/2.

The usual expression is an overestimate for every q ≥ 1, and √(8q+1)/(2W) is a closer one. For large q the closeness follows from y = 1/u = 8q + 3 − 1/(2q) + …, where √(q²+q) = q + 1/2 − 1/(8q) + … has been used. Then

g² = y/[4(1+1/y)²] = (1/4)(y − 2 + 3/y − …) = 2q + 1/4 − 1/(32q) + ….

The form with 8q+1 reproduces the first two terms. The form with 8q+2 has 1/2 in place of 1/4, so its relative excess in R_c tends to 1/(16q). A direct numerical minimization of G at q = 1000 gives −0.03124 for q(g² − 2q − 1/4), against −1/32 = −0.03125.

An open path is not yet a capture. For an electron to pass at fixed energy, the ion must offer an empty level at an energy where the metal has electrons. Processes in which a second electron takes up an energy difference are left out here. For an electron bound close to the ion, the images contribute about q/(2R) − 1/(4R) = (2q−1)/(4R), which raises its levels. With hydrogenic levels, the shell that meets the Fermi level at R_c obeys

−q²/(2n²) + (2q−1)/(4R_c) = −W,  n = q/√(2[W + (2q−1)/(4R_c)]).

As an example take Ar⁸⁺ at normal incidence on clean aluminium, with a rough work function of 4.3 eV = 0.1580 hartree. Here x = 0.1222 and g = 4.031, so

R_c = 4.031/0.1580 = 25.5 bohr = 1.35 nm,

and the barrier top lies 0.165 nm from the image plane. The usual expression gives 1.36 nm, an excess of 0.8 %. At the same work function R_c is 0.50 nm for q = 1, 0.84 nm for q = 3 and 2.12 nm for q = 20, and the excess of the usual expression is 6.0 %, 2.1 % and 0.3 %. The form with 8q+1 gives 0.502 nm for q = 1, where the full result is 0.500 nm.

For Ar⁸⁺ the image shift is 15/(4 × 25.51) = 0.147 hartree = 4.0 eV, almost as large as W, and

n = 8/√(2(0.158+0.147)) = 10.2.

The first electron is therefore expected in a highly excited shell. Neighbouring shells there are about q²/n³ = 1.6 eV apart, and the field of the images, (q−1)/(4R_c²) at the ion, spreads each of them by the linear Stark effect over 3n(n−1)/q times that field, or 2.5 eV for n = 10. The shells therefore overlap, and some level lies near the Fermi level. The length n²/q is 0.69 nm, half of R_c, so the surface distorts such an orbit strongly and n is an estimate. For a bare charge q = 1 the same formula gives n ≈ 1.6, between two widely spaced shells. The opening of the path then says little about capture, because the n = 2 level is above the Fermi level, where the metal has no electrons, and the n = 1 level lies far below it, at an energy where the barrier is still closed.

Capture also takes time. At R_c the pass has zero width, and it widens as the ion advances. Let ε = −W − V be the local excess of the Fermi level over the potential on the plane of the barrier top. If all phase space reachable from the metal is filled, with two electrons per volume (2π)³, the flow per unit area toward the ion is

j = [2/(2π)³] ∫₀^p p_z π(p²−p_z²) dp_z = p⁴/(16π²) = ε²/(4π²),  p² = 2ε.

Near the axis V rises as ω²ρ²/2, and expanding V for small ρ gives ω² = q[(R−z)⁻³ − (R+z)⁻³]. With δ = W(R_c/R − 1) the excess on the axis, ε = δ − ω²ρ²/2 and 2πρ dρ = 2π|dε|/ω². The rate of passage is then

Γ = (2π/ω²) ∫₀^δ ε²/(4π²) dε = δ³/(6πω²).

Because x at the barrier top does not depend on R, ω² = C/R³ with C = q[(1−x)⁻³ − (1+x)⁻³]. The powers of R cancel, and Γ = W³(R_c−R)³/(6πC). For an ion of constant speed v, the flow accumulated over a distance d beyond R_c is W³d⁴/(24πCv). It reaches one electron at

d = (24πCv/W³)^(1/4).

In this classical count the fourth root means that slowing the ion brings the transfer closer to R_c, but slowly. Tunnelling, which is left out of this count, advances the transfer noticeably at both energies considered below, and for very slow ions it can complete the transfer before R_c is reached. An 8 keV argon ion has v = 0.0899 atomic units, or 197 km/s. With C = 6.17,

d = (24π × 6.17 × 0.0899/0.1580³)^(1/4) = 10.1 bohr = 0.54 nm.

The actual potential rises less steeply away from the axis than the parabola does, so its pass is wider. Integrating the flow over the full opening puts one electron's worth at R = 0.86 nm, 37 % inside R_c. At 0.8 keV it is 0.97 nm, 28 % inside. The flow through a flat plane is an upper bound, because off the axis the ridge of the barrier does not lie in that plane; a curved dividing surface chosen to minimize the flow gives 0.84 nm and 0.96 nm. These numbers leave out electrons that turn back and levels that are unavailable, both of which delay capture, and tunnelling, which advances it. The assumption of filled phase space needs δ to stay below the depth of the occupied band. At 0.86 nm δ is about 2.5 eV, while the free-electron Fermi energy of aluminium, for three electrons per atom and four atoms in a cubic cell with an edge of about 0.4 nm, is about 12 eV.

Tunnelling can be sized from the barrier on the axis at the Fermi level. With K = ∫√(2(V+W)) dz between the points where V = −W, the semiclassical transmission 1/(1+e^(2K)) is 0.1 at R = 1.69 nm, 25 % outside R_c. A numerical solution of the one-dimensional wave equation for the same barrier, with the potential held flat at the band bottom on both sides, gives 0.07 there. This number depends on the depth of the flat regions: it is 0.12 if they lie 3 eV below the Fermi level and 0.05 if they lie 27 eV below. The semiclassical value is thus of the right size. Appreciable penetration begins well before the classical path opens.

Lateral confinement acts the other way. In the parabolic approximation the lowest lateral state on the pass has the zero-point energy of two oscillators, 2 × ω/2 = ω, which is 0.52 eV at R_c. The true value is somewhat lower, because the potential rises less steeply than the parabola. With the parabolic value the lowest lateral state reaches the Fermi level when g/R − √(C/R³) = W, at 1.17 nm, 13 % inside R_c. These shifts are separate estimates, each made with the other effects switched off, and their sum is not a corrected capture distance. A rough count that combines the one-dimensional wave transmission with harmonic lateral channels, with ω fixed at its value on the barrier top and levels of the ion taken as available at every energy, reaches one electron near 1.1 nm at 8 keV and near 1.26 nm at 0.8 keV, much closer to R_c than the classical count. They show that "near R_c" means within some tens of per cent for this ion, so that the 0.8 % between the two formulas has no practical weight at q = 8.

The static estimate of where the path opens has corrections of its own, and the largest of those examined here comes from the form of the self-image near the surface. The classical self-image energy diverges at the surface, whereas a real one levels off. Replacing −1/(4z) by −(1−e^(−z))/(4z), with a decay length of 1 bohr chosen as a rough size, moves the opening inward by 3 %. This figure is sensitive to the choice: it is 0.7 % for 0.7 bohr and 18 % for 1.5 bohr, where the levelled potential at the plane, −4.5 eV, lies barely below −W. The field at the surface below the ion is 2q/R_c², one half from the ion and one half from its image, or 126 MV/cm. By Gauss's law it needs a surface charge of 2q/(4πR_c²), which corresponds to a layer of the metal's electrons 0.004 nm thick at the bulk density. The induced charge sits in the dilute tail of the density, however, and a self-consistent jellium calculation in the local-density approximation, taken to second order in the surface charge, moves its centroid outward by about 0.025 nm at this field. That is 15 % of the 0.165 nm between image plane and barrier and 2 % of R_c. The lag of the response to the ion is measured by v/[ω_s(R_c+z)], where ω_s is the surface plasmon frequency. With the free-electron value of about 11 eV this ratio is 0.008 at 8 keV. The electron's own image must follow the electron, which can move faster than the ion once the path is open; that lag is not included in the flow computed above. The ion's attraction to its own image has by R_c given it q²/(4R_c) = 17 eV, little compared with 800 eV, so the constant speed is a fair assumption. At 300 K, kT is 0.6 % of W.

The example of charge 8 at 8 keV corresponds to an acceleration through 1 kV and to a prepared, clean surface. Two assumptions deserve care when the result is carried over to other situations. The first is the clean metal: a work function higher by 0.1 eV, a change that another crystal face or slight contamination can plausibly cause, reduces R_c by 2.3 %. A surface covered by native oxide, as aluminium is after exposure to air, is outside the model altogether, because an insulating layer neither screens perfectly nor supplies electrons up to −W; the size of that change is not estimated here. The second is slowness. In the parabolic estimate the distance d grows as the fourth root of the speed at fixed q and W, so for faster ions the classical flow that begins at R_c amounts to one electron only closer to the surface. The numerical output lists the main values used here; what it calls the posed formula is √(8q+2)/(2W).

Values computed for the example and the checks

```
Third coefficient of g^2, times q, at q=1000: -0.03124
Excess of posed formula times 16q, at q=1000: 1.0000
Aluminium: q, g, R_c nm, sqrt(8q+1) form nm, posed form nm, excess %
   1 1.4922 0.4997 0.5023 0.5295 5.96
   3 2.4981 0.8366 0.8372 0.8538 2.06
   8 4.0307 1.3498 1.3499 1.3603 0.78
  20 6.3442 2.1245 2.1245 2.1311 0.31
Work function: 4.3 eV = 0.15802 hartree
Lattice constant: 0.405 nm; ion mass: 39.95 u
Ion charge: 8; x at barrier top: 0.12222
R_c: 25.507 bohr = 1.3498 nm
Barrier top from image plane: 3.118 bohr = 0.1650 nm
Image shift of ion level: 4.001 eV
Shell-averaged shift: 3.972 eV
Resonant n: 10.24; n^2/q: 0.694 nm
Level spacing q^2/n^3: 1.62 eV
Saddle constant C: 6.1682 (atomic units)
Ion energy 8.0 keV: speed 196.6 km/s = 0.08986 a.u.
  time from R_c to image plane: 6.87 fs
  harmonic lag d: 0.537 nm
  one electron's flow, full pass: R = 0.856 nm (-36.6 %)
Ion energy 0.8 keV: speed 62.2 km/s = 0.02841 a.u.
  time from R_c to image plane: 21.71 fs
  harmonic lag d: 0.403 nm
  one electron's flow, full pass: R = 0.970 nm (-28.1 %)
Transmission 0.1, semiclassical: R = 1.692 nm (+25.4 %)
Transmission there from wave equation: 0.069
Lateral zero-point energy at R_c: 0.525 eV
Opening with zero-point energy: 1.173 nm (-13.1 %)
Opening with saturated self-image: 1.307 nm (-3.2 %)
Field at surface below ion: 126 MV/cm
Screening-charge thickness: 0.0039 nm
Free-electron Fermi energy: 11.65 eV
Surface plasmon energy: 11.16 eV
Response lag v/(w_s(R_c+z)), 8 keV: 0.0077
Ion image energy at R_c: 17.1 eV
kT at 300 K: 0.0259 eV = 0.60 % of W
R_c change for W + 0.1 eV: -2.27 %
```
